# Why Decelerated Implant Beams Can Leave Deep Energy-Contamination Tails

**Q.** I transport singly charged ions at 10 keV and slow them to 2 keV just before the wafer. Could some dopant still arrive with 10 keV?

**A.** Yes, if an ion captures an electron on the way. Let $q$ be the ion charge, $\phi$ the electric potential and $T$ the kinetic energy. In a static field an ion conserves

$$T+q\phi=\text{constant}.$$

The retarding gap raises $q\phi$ by $E_d-E_f$, so $T$ falls from the drift energy $E_d$ to the final energy $E_f$. A neutral atom feels no force $-q\nabla\phi$ and conserves $T$ alone. It arrives with the kinetic energy it had where it became neutral. I neglect the small energy change in the electron capture itself.

There are three cases. Neutralisation before the gap leaves the atom with $E_d$. Inside the gap it leaves an energy between $E_d$ and $E_f$. After the gap it leaves $E_f$, which is harmless for depth, though a current meter misses the atom. Neutrals formed before the last magnetic bend do not follow the bend, so I count only the straight path after it.

**Q.** How many such atoms should I expect?

**A.** Let the gas have number density $n=p/(k_BT_{\rm gas})$ and let $\sigma$ be the neutralisation cross-section, taken as independent of speed. In a path $ds$ the number $N_+$ of ions changes by

$$dN_+=-n\sigma N_+\,ds,\qquad\text{so}\qquad N_+(s)=N_+(0)e^{-n\sigma s}.$$

Write $\tau_L,\tau_g,\tau_a$ for $n\sigma$ times the path lengths before, inside and after the gap, and $\tau$ for their sum. Per ion entering the straight path, the fraction neutralised before the gap is $1-e^{-\tau_L}$. The fraction neutralised inside it is $e^{-\tau_L}(1-e^{-\tau_g})$, because the ion must first survive the drift. The fraction still charged at the wafer is $e^{-\tau}$. If the dose is set by counting charge, we divide by this last fraction:

$$w_d=(1-e^{-\tau_L})e^{\tau},\qquad
w_g=e^{-\tau_L}(1-e^{-\tau_g})e^{\tau}.$$

Atoms with the correct energy are the ions and the late neutrals. Together they are all particles that left the gap charged, so $w_f=e^{-\tau_L-\tau_g}e^{\tau}=e^{\tau_a}$.

As an example take $2\times10^{-5}$ Torr, 300 K, $\sigma=10^{-15}\ {\rm cm^2}$ and lengths of 30, 5 and 10 cm. Then $n=6.44\times10^{11}\ {\rm cm^{-3}}$ and

$$\tau_L=(6.44\times10^{11})(10^{-15})(30)=0.0193.$$

This gives $w_d=1.97\%$, $w_g=0.32\%$ and $w_f-1=0.65\%$. The uncounted dose is their sum, 2.9% of the counted dose. I assume that no neutral is ionised again and that all neutrals land in the measured area.

**Q.** What energies do the atoms from the gap have?

**A.** In a uniform retarding field of length $g$, the ion energy at distance $s$ into the gap is $T=E_d-(E_d-E_f)s/g$. Among ions neutralised in the gap, $s$ has the probability density $n\sigma e^{-n\sigma s}/(1-e^{-\tau_g})$. Integration by parts gives

$$\frac{\langle s\rangle}{g}=\frac{1}{\tau_g}-\frac{1}{e^{\tau_g}-1}
\simeq\frac12-\frac{\tau_g}{12}\quad(\tau_g\ll1).$$

In thin gas the exponential hardly varies across the gap. Since $T$ is linear in $s$, the energy spectrum is then nearly flat. Its mean here is 6.0 keV, midway between 2 and 10 keV.

A separate calculation moved ions through the line in small time steps, with 50 times the gas density so that attenuation was strong. The three neutral fractions and the charged fraction agreed with the formulas to within $5\times10^{-4}$ of the entering beam.

**Q.** Why should the fast atoms form a second depth distribution, instead of slightly broadening the first?

**A.** At low dose each atom slows down independently, so the distributions add. Let $P(x;E)$ be the normalised distribution of stopping depth $x$ at incident energy $E$, and $\Phi$ the counted dose. Then

$$C(x)=\Phi\left[w_fP(x;E_f)+w_dP(x;E_d)+w_g\langle P(x;T)\rangle_{\rm gap}\right].$$

Whether the second term is separate depends on how depth grows with energy. For that I need a stopping model. I take normal incidence on a random, amorphous target with atom density $N$, elastic two-body collisions, and the repulsion $V(r)=K/r^3$.

Let $M_1$ and $M_2$ be the ion and target masses. The target atom is initially at rest, so the energy of relative motion is $\mu E$ with $\mu=M_2/(M_1+M_2)$. For impact parameter $p$, energy conservation for the radial speed $\dot r$ reads

$$\mu E=\frac{m\dot r^2}{2}+\mu E\frac{p^2}{r^2}+\frac{K}{r^3},$$

where $m$ is the reduced mass. Divide by $\mu E$ and measure lengths in units of $(K/\mu E)^{1/3}$, so that $r=\rho(K/\mu E)^{1/3}$ and $p=b(K/\mu E)^{1/3}$. The last two terms become $b^2/\rho^2$ and $1/\rho^3$. The deflection angle in the centre-of-mass frame is therefore

$$\theta(b)=\pi-2b\int_{\rho_0}^{\infty}
\frac{d\rho}{\rho^2\sqrt{1-b^2/\rho^2-1/\rho^3}},$$

where $\rho_0$ is the closest approach, at which the root vanishes. Energy has disappeared from this function.

Back in the laboratory frame, the ion velocity divided by its initial value has the components $(M_1+M_2\cos\theta)/(M_1+M_2)$ along the old direction and $M_2\sin\theta/(M_1+M_2)$ across it. The sum of their squares is the retained energy fraction

$$\kappa=\frac{M_1^2+M_2^2+2M_1M_2\cos\theta}{(M_1+M_2)^2},
\qquad
\cos\psi=\frac{M_1+M_2\cos\theta}{(M_1+M_2)\sqrt\kappa}.$$

Here $\psi$ is the laboratory deflection. Both quantities depend on $b$ alone for given masses, while

$$d\sigma_c=2\pi p\,dp=\left(\frac{K}{\mu E}\right)^{2/3}2\pi b\,db.$$

Collision cross-sections thus scale as $E^{-2/3}$ and distances between equivalent collisions as $E^{2/3}$. Each collision multiplies the energy by a factor whose distribution does not depend on $E$. A whole history is therefore enlarged by $E^{2/3}$, and

$$P(x;E)=E^{-2/3}G\!\left(\frac{x}{E^{2/3}}\right).$$

The prefactor keeps the area equal to one. In this model the mean depth and the width grow together.

**Q.** Can you get the actual mean depth without assuming a profile shape?

**A.** Follow the ion over a short path $\delta$, and let $R(E)$ be its mean displacement along its starting direction. It first advances by $\delta$. A collision then leaves it with energy $\kappa E$ and a new direction. Averaged over azimuth, the later displacement has the component $\cos\psi\,R(\kappa E)$ along the old direction. Hence

$$R(E)=\delta+R(E)-N\delta\int d\sigma_c\,[R(E)-\cos\psi\,R(\kappa E)].$$

Cancel $R(E)$ and divide by $\delta$:

$$1=N\int d\sigma_c\,[R(E)-\cos\psi\,R(\kappa E)].$$

The scaling law says $R=AE^{2/3}$. After substitution the powers of $E$ cancel, and

$$R(E)=\frac{(\mu E/K)^{2/3}}{NI_1},\qquad
I_1=2\pi\int_0^\infty b\,[1-\kappa^{2/3}\cos\psi]\,db.$$

The integral converges. A distant collision has a force of order $K/p^4$ acting for a time of order $p/v$, with $v$ the ion speed, so $\theta\propto K/(Ep^3)\propto b^{-3}$. The bracket is of order $\theta^2\propto b^{-6}$.

**Q.** And the width?

**A.** Apply the same balance to two second moments, $S=\langle r^2\rangle$ and $Q=\langle(3x^2-r^2)/2\rangle$, where $r$ is now the total displacement. An initial step $\delta$ along $x$ adds $2\delta x$ to both $r^2$ and $x^2$, to first order. It therefore adds $2\delta R$ to $S$ and $(6-2)\delta R/2=2\delta R$ to $Q$.

After a deflection, $S$ does not depend on direction. For $Q$, symmetry about the new direction $\mathbf n$ gives $\langle r_ir_j\rangle=a\delta_{ij}+c\,n_in_j$. Projection on the old axis gives $Q=c(3\cos^2\psi-1)/2$, compared with $c$ along the new axis. The factor is $P_2(\cos\psi)=(3\cos^2\psi-1)/2$. Thus

$$2R=N\int d\sigma_c[S(E)-S(\kappa E)],$$

$$2R=N\int d\sigma_c[Q(E)-P_2(\cos\psi)Q(\kappa E)].$$

Both moments scale as $E^{4/3}$. Define

$$I_2=2\pi\int_0^\infty b[1-\kappa^{4/3}]db,\quad
I_3=2\pi\int_0^\infty b[1-P_2(\cos\psi)\kappa^{4/3}]db.$$

From the result for $R$, $N(K/\mu E)^{2/3}=1/(RI_1)$. Therefore $S=2R^2I_1/I_2$ and $Q=2R^2I_1/I_3$. Since $x^2=[r^2+2(3x^2-r^2)/2]/3$, we have $\langle x^2\rangle=(S+2Q)/3$, and the standard deviation $\Delta$ obeys

$$\frac{\Delta^2}{R^2}=\frac23\left(\frac{I_1}{I_2}+\frac{2I_1}{I_3}\right)-1.$$

These moments refer to an infinite medium, without a surface through which ions can escape.

**Q.** Put in numbers for my beam.

**A.** Take masses of 75 and 28 u, $K=0.1\ {\rm eV\,nm^3}$ and $N=50\ {\rm nm^{-3}}$. Then $\mu=28/103=0.272$ and $I_1=1.349$. At 2 keV,

$$R=\frac{(0.272\times2000/0.1)^{2/3}}{50\times1.349}\ {\rm nm}=4.6\ {\rm nm}.$$

The 10 keV atoms go deeper by $5^{2/3}=2.92$, to 13.4 nm. With $I_2=2.005$ and $I_3=2.474$, $\Delta/R=0.42$, so the widths are 1.9 and 5.6 nm. The gap neutrals have a mean depth of 9.4 nm and form a weak bridge between the two distributions.

Random collision histories, 90,000 at 2 keV and 40,000 at 10 keV, gave mean depths of 4.6 and 13.4 nm. Their widths agreed with the formula to within 2.5%. They used the reduced scattering law, which was tested separately by integrating Newton's equations for both particles at both energies, with impact parameters of 0.025, 0.05 and 0.09 nm. The retained energy fraction and $\cos\psi$ agreed to within $10^{-4}$.

**Q.** The fast part is only 2%. Why would I notice it?

**A.** Because the comparison is local. With $a=(E_d/E_f)^{2/3}$, scaling gives $P(x;E_d)=P(x/a;E_f)/a$. Leaving out the gap neutrals, the fast part dominates where

$$\frac{w_d}{a}P(x/a;E_f)>w_fP(x;E_f).$$

At large $x$ the right side samples the steep deep flank of the main profile, while the left side samples the same curve at a much smaller argument. A small $w_d$ can then win.

For a counted dose of $10^{15}\ {\rm cm^{-2}}$, contamination overtakes the main profile near 12 nm. Beyond 13.4 nm, the main distribution leaves about $3\times10^{11}\ {\rm cm^{-2}}$ and the contaminating neutrals leave $9.5\times10^{12}\ {\rm cm^{-2}}$, thirty to forty times more. The depth at which the concentration falls to $5\times10^{18}\ {\rm cm^{-3}}$ moves from 12.9 to 21.0 nm.

A Gaussian would be a poor guide to the main flank. The depth 13.4 nm lies $(13.4-4.6)/1.9\approx4.6$ standard deviations beyond the main mean, where a Gaussian has a fraction of about $2\times10^{-6}$. The histories give about $3\times10^{-4}$. For the profiles all 130,000 histories are pooled and rescaled to each energy by the scaling law. Only a few dozen of them end this deep, so the fraction is uncertain by some 15 to 20%. At 20 nm no main-profile history was found. That means a concentration below what the sample resolves, not zero: one history in a 1 nm bin represents $8\times10^{16}\ {\rm cm^{-3}}$.

**Q.** Does the tail disappear if I decelerate less?

**A.** It merges with the main profile. At fixed $E_f$, the two means are separated by $R(E_f)(a-1)$. This equals one main width when $a-1=0.42$, or $E_d/E_f=1.42^{3/2}\approx1.7$. That is a measure of separation, not a sharp threshold for a visible tail. As $E_d\to E_f$, the energy error vanishes, although neutrals still cause a dose error. If instead $E_d$ is fixed and $E_f$ is lowered, the second distribution stays in place while the main one retreats towards the surface.

**Q.** A deep tail might also be channelling. How would I tell them apart?

**A.** Depth alone does not settle it. Consider a crystal row with atom spacing $d$. Its averaged potential at distance $r$ is

$$U(r)=\frac1d\int_{-\infty}^{\infty}\frac{K\,dz}{(r^2+z^2)^{3/2}}=\frac{2K}{dr^2}.$$

An ion at a small angle $\alpha$ to the row has transverse energy $E\alpha^2$ and moves sideways by $\alpha d$ between neighbouring atoms. As an estimate, the row can steer it up to the angle where $E\alpha^2=U(\alpha d)$, or $\alpha^4=2K/(Ed^3)$. For 2 keV and $d=0.5$ nm this gives $\alpha\approx10^\circ$, so a tilt of a few degrees need not prevent channelling.

Suppose such an ion loses energy only to electrons, at a rate $k\sqrt E$. Its path is $\int_0^E dE'/(k\sqrt{E'})=2\sqrt E/k$. With a rough loss of 90 eV/nm at 10 keV, $k=0.9\ {\rm eV^{1/2}/nm}$ and the path is about 100 nm. This is an upper bound for the assumed $k$, because the ion also gives energy to the row atoms. An atom passed at distance $r$ receives the impulse $4K/(vr^3)$ and so the energy $4M_1K^2/(M_2Er^6)$. At the centre of a silicon $\langle100\rangle$ channel four rows lie 0.136 nm away, with one atom per 0.54 nm each. At 2 keV this costs 50 to 60 eV/nm, more than the 40 eV/nm lost to electrons, and it grows as the ion slows. The path then shrinks to about 20 nm. In the wider $\langle110\rangle$ channel it remains several tens of nanometres. In a crystal, channelling can therefore reach as deep as the neutral tail, and in open directions beyond it.

A useful comparison changes the gas pressure while both energies, the counted dose, the gas composition and the target condition stay fixed. In this model, halving the pressure reduces the neutral dose beyond 13.4 nm from $9.5\times10^{12}$ to $4.7\times10^{12}\ {\rm cm^{-2}}$. Channelling in the target has no such direct dependence on beamline gas.

**Q.** How close is this to a real implant?

**A.** The parameters are in the rough regime of low-energy arsenic implanted into pre-amorphised silicon. The pressure is on the high side for a quiet beamline and is meant to represent one with outgassing. The cross-section is the least certain input, since it depends on the gas and on ion speed. Doubling $n\sigma$ moves the $5\times10^{18}\ {\rm cm^{-3}}$ depth from 21 to 24 nm. The assumed electronic loss shortens the two mean depths by about 5% and 6%. A universal screened potential, compared at one typical closest approach for each energy, corresponds to $K=0.108$ and $0.112\ {\rm eV\,nm^3}$. These values show that the chosen $K$ has the right size, but a match at one distance does not fix the range. The screened potential falls more slowly than $1/r^3$ close to the nucleus and faster far from it, so the error in depth can differ in size and sign between the two energies. Solving the same balance equation with the screened potential gives mean depths near 5.1 and 13.1 nm, a ratio of 2.6 instead of 2.92. The exact $E^{2/3}$ scaling also counts two-body collisions at impact parameters larger than the atomic spacing once the ion is slow. Excluding those beyond 0.15 nm raises the model depths to about 5.3 and 14.1 nm. The separation of the two distributions is therefore somewhat smaller than the model gives, and the crossover depth and the ratio 1.7 shift accordingly. The model depths are estimates, not calibrated implant ranges. Sputtering removes 0.2 nm per unit yield at this dose, and the peak dopant density is about 4% of the host density, so neither changes the picture if the yield is of order one. Real decelerating optics can focus ions but not neutrals, which changes the local weight $w_d$ by an amount this model does not give. Diffusion during annealing is also left out.

**Q.** What would reduce the tail at the source?

**A.** For $\tau\ll1$, $w_d\simeq n\sigma L$, where $L$ is the straight path before the gap. Lower gas density or a shorter $L$ reduces the weight. Lower drift energy brings the second distribution closer to the surface, provided the beam can still be transported and $\sigma$ does not rise enough to offset the gain. A bend after deceleration can remove the fast neutrals if their straight path is blocked before the wafer. Neutrals formed after that bend would have the final energy and would leave only the dose error. The numerical output below lists the values for this example.

## Computed values

```
Ion and target masses: 75, 28 u
Repulsion constant K: 0.100 eV nm^3; atom density: 50 nm^-3
Drift and final energies: 10000, 2000 eV
Gas pressure: 2.0e-05 Torr; temperature: 300 K
Neutralisation cross-section: 1.0e-15 cm^2
Drift, gap, after-gap lengths: 30, 5, 10 cm
Counted dose: 1.00e+15 cm^-2
Gas density: 6.438e+11 cm^-3
Optical depth before gap: 0.01931 (no unit)
Full-energy neutrals per counted ion: 1.969 %
Gap neutrals per counted ion: 0.324 %
Right-energy neutrals per counted ion: 0.646 %
Total uncounted dose: 2.939 %
Mean energy of gap neutrals: 6002.1 eV
Collision integrals I1, I2, I3: 1.3488, 2.0054, 2.4739
Formula mean depth, final energy: 4.585 nm
History mean depth, final energy: 4.595 nm
Formula mean depth, drift energy: 13.406 nm
History mean depth, drift energy: 13.401 nm
Depth ratio from energy scaling: 2.924 (no unit)
Relative straggle, formula: 0.4188 (no unit)
Straggles, final and drift: 1.920, 5.614 nm
Mean depth of gap neutrals: 9.367 nm
Contamination overtakes main profile near: 12.2 nm
Reference concentration: 5.0e+18 cm^-3
Its depth without contamination: 12.9 nm
Its depth with contamination: 21.0 nm
At 5 nm, clean and contaminated: 1.80e+21, 1.82e+21 cm^-3
At 10 nm, clean and contaminated: 1.01e+20, 1.18e+20 cm^-3
At 15 nm, clean and contaminated: 2.31e+17, 1.32e+19 cm^-3
At 20 nm, clean and contaminated: 0.00e+00, 6.23e+18 cm^-3
At 25 nm, clean and contaminated: 0.00e+00, 2.05e+18 cm^-3
One history in a 1 nm bin means: 7.7e+16 cm^-3
Main dose beyond drift mean depth: 2.86e+11 cm^-2
Neutral dose beyond it: 9.49e+12 cm^-2
Same neutral dose at half pressure: 4.70e+12 cm^-2
Reference depth at doubled n*sigma: 24.1 nm
Assumed electronic loss at drift energy: 90 eV/nm
Electronic range reduction, final and drift: 4.7, 6.2 %
Screened-potential K, final and drift: 0.108, 0.112 eV nm^3
Assumed crystal row spacing: 0.5 nm
Channelling angle estimate: 9.6 degrees
Channelled path with electronic loss only: 99.4 nm
Final-energy histories ending above surface: 0.00 %
Recession per unit sputter yield: 0.20 nm
Peak dopant/host density: 4.34 %
Second exchange before gap, equal sigma: 0.97 %
```
